# When are cell-periodic functions of different bands orthogonal?

Take an electron in one dimension with no potential at all, and describe it as if it moved in a lattice of period $a$. Put $G=2\pi/a$. A Bloch function with wave number $k$ is written $\psi_{nk}(x)=e^{ikx}u_{nk}(x)$, where $u_{nk}$ has period $a$, and bands are numbered by increasing energy. In atomic units the available energies at $k$ are $(k+jG)^2/2$ with integer $j$, and the corresponding periodic functions are $e^{ijGx}$.

At $k=0.4G$ the lowest energy belongs to $j=0$, so $u_1=1$ up to normalization. At $k=0.6G$ the lowest energy belongs to $j=-1$, because $|0.6G-G|=0.4G$. The choice $j=0$ now comes second, so $u_2=1$. The periodic function of band 1 at $0.4G$ and that of band 2 at $0.6G$ are the same function. Their overlap is 1, although the bands are different.

Keeping both wave numbers in the first zone, $|k|<G/2$, does not remove the difficulty. For small positive $k$ the second band has $j=-1$ and the third has $j=+1$; for small negative $k$ the order is reversed. Band 2 at $k>0$ and band 3 at $k<0$ therefore share the function $e^{-iGx}$.

## The belief and its appeal

The belief is that $\langle u_{mk}|u_{nk'}\rangle=0$ whenever $m\neq n$, whatever $k$ and $k'$ are. Two true statements lie close to it. Different bands at the same $k$ do have orthogonal periodic functions. And full Bloch functions whose wave numbers differ by anything other than a reciprocal lattice vector are orthogonal, whether their band indices agree or not. It is tempting to join the two and conclude that a difference in band index is enough for the periodic functions as well.

To see what the second statement rests on, consider a crystal of $N$ cells with periodic boundary conditions. The bracket $\langle f|g\rangle$ of periodic functions is an integral over one cell, with $\langle u_{nk}|u_{nk}\rangle=1$. For Bloch functions we integrate over the crystal and divide by $N$. Let $\mathbf k'=\mathbf k+\mathbf q$. Writing each position as a lattice vector $\mathbf R$ plus a position within one cell, and using the periodicity of $u$, we get

$$
\frac1N\int_{\rm crystal}\psi_{m\mathbf k}^*\psi_{n\mathbf k'}\,d\mathbf r
=\left[\frac1N\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\right]
\int_{\rm cell}e^{i\mathbf q\cdot\mathbf r}u_{m\mathbf k}^*u_{n\mathbf k'}\,d\mathbf r .
$$

The sum factorizes into geometric series. Along a primitive vector $\mathbf a_j$ with $N_j$ cells, the series is

$$
\sum_{l=0}^{N_j-1}e^{il\mathbf q\cdot\mathbf a_j}
=\frac{e^{iN_j\mathbf q\cdot\mathbf a_j}-1}{e^{i\mathbf q\cdot\mathbf a_j}-1}.
$$

The boundary conditions make $N_j\mathbf q\cdot\mathbf a_j$ a multiple of $2\pi$, so the numerator is zero. Unless $\mathbf q$ is a reciprocal lattice vector, at least one direction has a nonzero denominator, and the whole product vanishes. The orthogonality comes from the phases of different cells. The integral over a single cell need not be zero.

The periodic functions lack those phases. Since $u_{n\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\psi_{n\mathbf k}$,

$$
u_{m\mathbf k}^*u_{n,\mathbf k+\mathbf q}
=\psi_{m\mathbf k}^*\,e^{-i\mathbf q\cdot\mathbf r}\,\psi_{n,\mathbf k+\mathbf q}.
$$

The factor $e^{-i\mathbf q\cdot\mathbf r}$ cancels the phase that protected the Bloch functions. This also gives the overlap a physical meaning: it is the matrix element of a plane-wave perturbation between Bloch states. If the belief were true, a weak potential proportional to $e^{-i\mathbf q\cdot\mathbf r}$ could not, at first order, carry an electron from one band to another.

## What equal k guarantees

Let the electron obey $H=p^2/2+V(\mathbf r)$ with a periodic, local potential $V$. Because $\mathbf p=-i\nabla$,

$$
\mathbf p\left(e^{i\mathbf k\cdot\mathbf r}u\right)
=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf k)u .
$$

Applying this twice and cancelling the exponential turns the Schrödinger equation into

$$
H_{\mathbf k}u_{n\mathbf k}=E_{n\mathbf k}u_{n\mathbf k},\qquad
H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V .
$$

On periodic functions $H_{\mathbf k}$ is Hermitian, since the boundary terms on opposite faces of the cell cancel. Letting it act to the right and then to the left in $\langle u_{m\mathbf k}|H_{\mathbf k}|u_{n\mathbf k}\rangle$ gives

$$
(E_{n\mathbf k}-E_{m\mathbf k})\langle u_{m\mathbf k}|u_{n\mathbf k}\rangle=0 .
$$

Different energies imply orthogonality, and within a degenerate level orthogonal functions can be chosen. The argument needs both functions to be eigenfunctions of one operator. At $\mathbf k+\mathbf q$ the operator is another one:

$$
H_{\mathbf k+\mathbf q}=H_{\mathbf k}+\mathbf q\cdot(\mathbf p+\mathbf k)+\tfrac12q^2 .
$$

## The overlap at small separation

Write $S_{mn}=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf q}\rangle$. Project the eigenvalue equation at $\mathbf k+\mathbf q$ on $u_{m\mathbf k}$, and let $H_{\mathbf k}$ act to the left:

$$
E_{n,\mathbf k+\mathbf q}S_{mn}
=\left(E_{m\mathbf k}+\mathbf q\cdot\mathbf k+\tfrac12q^2\right)S_{mn}
+\langle u_{m\mathbf k}|\mathbf q\cdot\mathbf p|u_{n,\mathbf k+\mathbf q}\rangle .
$$

Collecting the terms in $S_{mn}$ gives an identity with no approximation in it:

$$
\left(E_{n,\mathbf k+\mathbf q}-E_{m\mathbf k}-\mathbf q\cdot\mathbf k-\tfrac12q^2\right)S_{mn}
=\langle u_{m\mathbf k}|\mathbf q\cdot\mathbf p|u_{n,\mathbf k+\mathbf q}\rangle .
$$

Now assume that band $n$ is nondegenerate at $\mathbf k$. Its eigenfunction can then be chosen to vary smoothly with $\mathbf q$, so $u_{n,\mathbf k+\mathbf q}=e^{i\varphi}u_{n\mathbf k}+O(q)$, where $\varphi$ is an arbitrary phase. For $m\neq n$ the bracket on the left tends to $E_{n\mathbf k}-E_{m\mathbf k}\neq0$. The right side already contains one factor of $\mathbf q$, so to first order we may use the unshifted function there:

$$
S_{mn}=e^{i\varphi}\,\mathbf q\cdot\mathbf r_{mn}+O(q^2),\qquad
\mathbf r_{mn}=\frac{\langle u_{m\mathbf k}|\mathbf p|u_{n\mathbf k}\rangle}{E_{n\mathbf k}-E_{m\mathbf k}} .
$$

The interband overlap is linear in $q$. Its coefficient $\mathbf r_{mn}$ is a length. It grows with the momentum matrix element between the bands and, for a given nonzero matrix element, as their energies approach each other. If the matrix element vanishes, a small gap alone does not make the coefficient large. The phase $\varphi$ has no physical content, so only moduli will be compared.

For the same band, use completeness. The functions $u_{m\mathbf k}$ at one fixed $\mathbf k$ form a complete orthonormal set, so the normalized function $u_{n,\mathbf k+\mathbf q}$ satisfies $\sum_m|S_{mn}|^2=1$. Moving the term $m=n$ to the other side,

$$
1-|S_{nn}|^2=\sum_{m\neq n}|S_{mn}|^2
=\sum_{m\neq n}|\mathbf q\cdot\mathbf r_{mn}|^2+O(q^3).
$$

What band $n$ loses appears in the other bands. Amplitudes linear in $q$ have weights quadratic in $q$, so to first order the intraband weight is still 1 while the interband amplitude has already left zero.

"Linear" and "quadratic" name the generic leading orders; a coefficient can vanish. In three dimensions $\mathbf q\cdot\mathbf r_{mn}$ may be zero for some directions of $\mathbf q$. Without a potential, $\mathbf p$ does not couple different plane waves, so all the $\mathbf r_{mn}$ vanish at a nondegenerate $k$. For a given band the belief then holds for small $q$, until a band crossing changes the labels as in the opening example. How small $q$ must be depends on the band; in three dimensions the higher free-electron bands are closely spaced, and crossings among them occur at ever smaller $q$.

## A number for a one-dimensional crystal

Let $V(x)=2V_1\cos Gx$ with the round values $a=4$ Å and $V_1=0.5$ eV. This is a model of one independent electron, not of a particular material. Choose $k=0.4G=0.6283$ Å$^{-1}$. Diagonalization in plane waves gives a gap $E_2-E_1=2.1316$ eV and $|\langle u_1|p/\hbar|u_2\rangle|=0.3688$ Å$^{-1}$. With energies in eV and lengths in Å, the atomic-unit formula acquires the factor $\hbar^2/m_e=7.620$ eV Å$^2$:

$$
|r_{12}|=\frac{7.620\times0.3688}{2.1316}\ \text{Å}
\approx1.318\ \text{Å}=2.491\ \text{bohr}.
$$

At $q=0.01$ Å$^{-1}$ the linear law predicts an overlap of $0.0132$ between $u_1(k)$ and $u_2(k+q)$. The two separately diagonalized states give $0.0139$, which is 5% above the prediction. The ratio of overlap to $q$ approaches its limit as $q$ is halved:

| $q$ (Å$^{-1}$) | overlap$/q$ (Å) | loss$/q^2$ (Å$^2$) |
|---|---|---|
| 0.0200 | 1.462 | 2.137 |
| 0.0100 | 1.387 | 1.923 |
| 0.0050 | 1.352 | 1.827 |
| 0.0025 | 1.335 | 1.782 |
| predicted limit | 1.318 | 1.738 |

The last column is the intraband loss of band 1, with limit $1.738$ Å$^2=6.207$ bohr$^2$. In both columns the distance from the limit roughly halves with $q$, as a correction of next order should. Band 2 supplies 99.98% of the predicted loss coefficient, so the loss is nearly the square of the tabulated overlap. At $q=0.01$ Å$^{-1}$ that square is $0.013867^2=1.923\times10^{-4}$, and the loss is $1.923\times10^{-4}$.

This potential has an inversion centre, but the two laws do not need one. They were also tested for the three lowest bands of a potential without inversion symmetry. Averaged over $+q$ and $-q$ to remove the next order, the computed coefficients agreed with the formulas within a relative tolerance of $10^{-3}$.

## Two plane waves show the whole range

The dominance of one partner band suggests a model that can be solved for any separation. Keep only the normalized periodic functions proportional to $1$ and $e^{-iGx}$, whose kinetic energies are $k^2/2$ and $(k-G)^2/2$. Their difference is

$$
\Delta(k)=\tfrac12\left[(G-k)^2-k^2\right]=\tfrac12G(G-2k),
$$

positive below the zone boundary $k=G/2$ and negative above it. The potential couples the two functions by $V_1>0$. Measured from the mean kinetic energy,

$$
H_k=\begin{pmatrix}-\Delta/2&V_1\\V_1&\Delta/2\end{pmatrix}
=\frac W2\begin{pmatrix}-\cos\theta&\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix},
$$

with $W=\sqrt{\Delta^2+4V_1^2}$, $\cos\theta=\Delta/W$ and $\sin\theta=2V_1/W$. The eigenvectors are

$$
u_1=\begin{pmatrix}\cos(\theta/2)\\-\sin(\theta/2)\end{pmatrix},\qquad
u_2=\begin{pmatrix}\sin(\theta/2)\\ \cos(\theta/2)\end{pmatrix}.
$$

For instance, the first row acting on $u_1$ gives $-\cos\theta\cos(\theta/2)-\sin\theta\sin(\theta/2)=-\cos(\theta/2)$, which confirms the eigenvalue $-W/2$. The second vector has eigenvalue $+W/2$. With $\theta'$ the angle at $k'$, the subtraction and addition formulas give

$$
|\langle u_{1k}|u_{2k'}\rangle|=\left|\sin\frac{\theta'-\theta}2\right|,\qquad
|\langle u_{1k}|u_{1k'}\rangle|=\left|\cos\frac{\theta'-\theta}2\right|.
$$

The pair of eigenvectors rotates as $k$ changes. At one $k$ the two vectors are perpendicular; between different $k$ they are tilted by half the change of $\theta$. For a small tilt the sine is linear and the squared cosine falls quadratically, which is the general result in geometric form.

The rate of rotation follows from $\cot\theta=\Delta/(2V_1)$. Differentiating, with $d\Delta/dk=-G$,

$$
-\frac1{\sin^2\theta}\frac{d\theta}{dk}=-\frac{G}{2V_1}
\quad\Longrightarrow\quad
\frac12\frac{d\theta}{dk}=\frac{G\sin^2\theta}{4V_1}=\frac{GV_1}{W^2}.
$$

The formula for $r_{12}$ agrees. The momentum operator gives $0$ on the first basis function and $-G$ times the second, so $\langle u_1|p|u_2\rangle=G\sin(\theta/2)\cos(\theta/2)=GV_1/W$. Dividing by the gap $W$ gives the modulus $GV_1/W^2$.

This explains why the table approaches its limits from above. Half the change of $\theta$ is the integral of $|r_{12}|$ from $k$ to $k+q$, and $|r_{12}|$ grows towards the boundary because $W$ shrinks. Its relative growth rate is $2G\Delta/W^2$. In the units of the example $\Delta=1.880$ eV, $W^2=1.8802^2+1^2=4.535$ eV$^2$, and $G$ is replaced by $7.620\times1.5708=11.97$ eV Å:

$$
\frac{2\times11.97\times1.880}{4.535}\ \text{Å}\approx9.9\ \text{Å}.
$$

The average over the interval exceeds the initial value by about half this rate times $q$. For $q=0.0025$ Å$^{-1}$ that is 1.2%, or $0.016$ Å, against a tabulated excess of $0.017$ Å.

## Across the zone boundary

Now take $k=0.4G$ and $k'=0.6G$, placed symmetrically about the boundary. Then $\Delta(k')=-\Delta(k)$ and $\theta'=\pi-\theta$, so

$$
|\langle u_{1k}|u_{2k'}\rangle|=\sin\left(\frac\pi2-\theta\right)=\cos\theta
=\frac{\Delta}{\sqrt{\Delta^2+4V_1^2}}
=\frac{1.880}{\sqrt{4.535}}\approx0.883 .
$$

The calculation with more plane waves also gives $0.883$, a weight of $0.780$. The overlap within band 1 between the same two points is only $0.469$. The periodic function of band 1 at $0.4G$ thus resembles band 2 at $0.6G$ more than it resembles its own band there. The full Bloch functions of the $0.883$ pair, integrated over a ring of ten cells, are nevertheless orthogonal to rounding error.

The small-$q$ law is of no use at this distance. With $q=0.2G=0.314$ Å$^{-1}$ it would give $1.318\times0.314\approx0.41$, less than half the actual overlap.

Reducing $V_1$ to $0.05$ eV raises the overlap to $0.9986$. As $V_1\to0$ at fixed $k$ and $k'$, the two-wave formula tends to 1 and returns the opening example. A weaker potential does not bring the belief closer to the truth for this pair. For two points on the same side of the boundary, bands 1 and 2 do become orthogonal in the limit: as $V_1\to0$, $\theta$ and $\theta'$ tend to the same value. The approach need not be monotonic. In the two-wave model the tilt $|\theta'-\theta|$ is largest at $2V_1=\sqrt{\Delta(k)\Delta(k')}$, so for points close to the boundary the overlap first grows as $V_1$ is reduced from $0.5$ eV.

The boundary itself shows how a small gap limits the linear law. There $\Delta=0$ and $W=2V_1$, so $|r_{12}|=G/(4V_1)$ in the two-wave model. The example gives $5.98$ Å from this formula and $6.00$ Å with more plane waves, between four and five times the value at $0.4G$. Starting from $\theta=\pi/2$ and moving by $q>0$, we have $\Delta(k')=-Gq$, hence $\tan(\theta'-\pi/2)=Gq/(2V_1)$ and

$$
|\langle u_{1,G/2}|u_{2,G/2+q}\rangle|
=\sin\left[\frac12\arctan\frac{Gq}{2V_1}\right].
$$

This is linear only for $q\ll2V_1/G$, which here means $q\ll1/11.97\approx0.08$ Å$^{-1}$. For much larger $q$ the formula levels off towards $\sin(\pi/4)=1/\sqrt2$. The model describes band 2 only up to $k'=G$, that is $q=G/2\approx0.79$ Å$^{-1}$, where the formula gives $0.67$; beyond that point band 2 takes on the omitted wave $e^{-2iGx}$ and the formula no longer applies. As the gap closes, the linear range shrinks to nothing. This is why the derivation required a nondegenerate band: at a degeneracy, the overlap with a chosen member of the degenerate set need not start from zero.

## Two points of care

The first concerns labels. The wave numbers $k$ and $k-G$ denote the same Bloch function, but removing a different exponential leaves a different periodic function:

$$
u_{n,k-G}=e^{-i(k-G)x}\psi_{nk}=e^{iGx}u_{nk}.
$$

If the point $0.6G$ is folded back to $-0.4G$, the overlap with $u_1(0.4G)$ drops from $0.883$ to $0.209$. Neither number is wrong; they are matrix elements of $e^{-iqx}$ with $q=0.2G$ and $q=-0.8G$. An overlap between different $k$ has a definite value only once the unfolded separation is stated. In the small-$q$ law, two neighbouring points on either side of the boundary must be kept as neighbours.

The second concerns symmetry. If $V(-x)=V(x)$, then $H_0$ is even, and nondegenerate functions at $k=0$ are even or odd. The operator $p$ is odd, so it does not couple functions of equal parity and their $r_{mn}$ is zero. The next order follows from the identity for $S_{mn}$, with the first-order function inserted on its right side:

$$
u_{1,q}=e^{i\varphi}\left[u_{10}+q\sum_{l\neq1}r_{l1}u_{l0}+O(q^2)\right].
$$

For bands 1 and 3 of the example, with $p_{31}=0$ and all quantities taken at $k=0$, this gives

$$
|\langle u_{30}|u_{1q}\rangle|
=q^2\left|\sum_{l\neq1}\frac{p_{3l}\,p_{l1}}{(E_1-E_3)(E_1-E_l)}\right|+O(q^3).
$$

The computed $r_{31}$ is zero to rounding error, while $|r_{21}|=0.095$ Å. The second-order coefficient is $0.119$ Å$^2$, and the directly computed overlap at $q=0.005$ Å$^{-1}$, divided by $q^2$, gives the same value. Symmetry delays the overlap by one order here; it does not restore orthogonality at different $k$. The numerical output below lists these values with their units.

## Values computed for the example and the checks

```
lattice constant a = 4.0 angstrom
Fourier coefficient V1 = 0.50 eV
reciprocal lattice constant G = 1.5708 1/angstrom
hbar^2/m_e = 7.6200 eV angstrom^2
k = 0.4 G = 0.6283 1/angstrom
band 1 energy at k = 1.3650 eV
band 2 energy at k = 3.4965 eV
gap E2 - E1 at k = 2.1316 eV
|<u1|p/hbar|u2>| at k = 0.3688 1/angstrom
|r_12| at k = 1.3182 angstrom = 2.4911 bohr
band 1 loss coefficient = 1.7381 angstrom^2 = 6.2068 bohr^2
share of band 2 in loss coefficient = 99.98 percent
table: S = |<u1(k)|u2(k+q)>|, L = 1 - |<u1(k)|u1(k+q)>|^2
q (1/angstrom), S, S/q (angstrom), L, L/q^2 (angstrom^2)
0.0200  0.029234  1.4617  8.5481e-04  2.1370
0.0100  0.013867  1.3867  1.9234e-04  1.9234
0.0050  0.006758  1.3517  4.5687e-05  1.8275
0.0025  0.003337  1.3348  1.1137e-05  1.7820
equal k, bands 1 and 2: cell overlap = 2.7e-16
second point 0.6 G = 0.9425 1/angstrom
|<u1(0.4G)|u2(0.6G)>| = 0.8833
its square (weight) = 0.7802
|<u1(0.4G)|u1(0.6G)>| = 0.4688
two-wave energy difference Delta = 1.8802 eV
two-wave estimate of interband overlap = 0.8829
same interband overlap for V1 = 0.05 eV: 0.9986
full Bloch functions on 10 cells: overlap = 5.0e-17
folded point: |<u1(0.4G)|u2(-0.4G)>| = 0.2085
gap at zone boundary = 0.9993 eV
|r_12| at zone boundary = 5.9974 angstrom
two-wave estimate at boundary = 5.9847 angstrom
k = 0: |r_21| = 0.0946 angstrom
k = 0: |r_31| = 3.8e-13 angstrom
k = 0: second-order coefficient, bands 3 and 1 = 0.1190 angstrom^2
k = 0: |<u3(0)|u1(q)>|/q^2 at q = 0.005 1/angstrom: 0.1190 angstrom^2
```
